When an extra power-grid strap makes the worst voltage drop worse

Two pads hold a supply at the same fixed voltage. From the first pad a metal line runs to a node a and continues to a node m, where a circuit draws current. From the second pad another line runs to a node b, where a second circuit draws current. Nothing else connects the two lines. The resistances and load currents are

R_a = 2 Ω (pad to a), R_m = 4 Ω (a to m), R_b = 4 Ω (pad to b)

I_m = 5 mA, I_b = 7 mA.

Call the supply voltage minus the voltage of a node the drop v of that node. Since 1 mA × 1 Ω = 1 mV, the drops are

v_a = R_a I_m = 2 × 5 = 10 mV

v_m = v_a + R_m I_m = 10 + 4 × 5 = 30 mV

v_b = R_b I_b = 4 × 7 = 28 mV.

The worst node is m. Now join a and b by a strap of resistance R_s = 2 Ω and hold the load currents fixed. Node b has the larger drop, hence the lower voltage, so a current j flows through the strap from a to b. The line from the first pad must carry I_m + j, and the line from the second carries only I_b − j. With primes for the values after the change,

v'_a = R_a (I_m + j), v'_b = R_b (I_b − j), v'_b − v'_a = R_s j.

Inserting the first two relations in the third gives

R_b I_b − R_b j − R_a I_m − R_a j = R_s j.

The terms without j are v_b − v_a, so

j = (v_b − v_a)/(R_a + R_b + R_s) = 18/8 = 2.25 mA.

The new drops are

v'_a = 2 × 7.25 = 14.5 mV

v'_m = 14.5 + 4 × 5 = 34.5 mV

v'_b = 4 × 4.75 = 19 mV.

Metal was added, nothing was removed, and the worst drop rose from 30 to 34.5 mV, by 15 % of its old value. The strap relieves b by drawing current through the line that m depends on.

**The belief and its true core**

The belief at issue is that more metal in a power grid can only reduce its worst voltage drop. It is tempting because extra metal never raises the resistance between two points, and because several nearby statements are true. To separate them from the false one, take a general grid.

Let the grid be a network of positive resistors with at least one pad. All pads are at the same voltage and count as one node, and with this convention the network is connected. Let the load at node k draw a fixed current I_k ≥ 0. If g_kl is the conductance between k and l, the current arriving at k from l is g_kl (v_k − v_l), because the node with the larger drop has the lower voltage. Kirchhoff's current law at each non-pad node reads

Σ_l g_kl (v_k − v_l) = I_k,

where the sum includes the pads, which have v = 0. In matrix form this is G v = I, with G symmetric. For any vector x, xᵀGx is the sum of g_kl (x_k − x_l)² over all resistors, with x = 0 at the pads. In a connected grid this vanishes only for x = 0, so G is positive definite and has a symmetric inverse R:

v_k = Σ_l R_kl I_l.

The element R_kl is the drop produced at k by unit current drawn at l.

Two properties of R follow from the current law. First, R_kl ≥ 0. Suppose some drop were negative, and look at a node where it is lowest. Every difference v_k − v_l there is zero or negative, while their weighted sum must equal a current that is not negative. All differences are then zero, and the neighbours share the same negative value. Repeating the argument leads to a pad, where v = 0, a contradiction. Second, a single load produces its largest drop at its own node, so R_kk ≥ R_lk. If the largest value occurred at an unloaded node, all neighbours would have to share it, and so on until the loaded node or a pad is reached; a pad would make the largest drop zero, which a non-zero load excludes.

Now add a strap of conductance g between non-pad nodes a and b, named so that v_b ≥ v_a. It carries a current j from a to b. For the rest of the grid, this is an extra load j at a and a load smaller by j at b. By linearity,

v'_k = v_k + j (R_ka − R_kb).

To find j, subtract this relation for k = a from that for k = b:

v'_b − v'_a = v_b − v_a − j (R_aa + R_bb − 2R_ab).

The bracket is the effective resistance R_eff between a and b in the old grid. It is positive because R is positive definite. The strap obeys j = g (v'_b − v'_a), so

j = g (v_b − v_a) − g R_eff j

j = g (v_b − v_a)/(1 + g R_eff) ≥ 0.

The change at any node m is therefore

v'_m − v_m = j (R_ma − R_mb).

If v_b > v_a, node m gets worse exactly when R_ma > R_mb, that is, when m responds more strongly to current drawn at the end of the strap that had the smaller drop. In the opening case R_ma = 2 Ω, since m and a share the first line, while R_mb = 0. With R_eff = 6 Ω and g = 0.5 per ohm, the formula gives j = 0.5 × 18/(1 + 3) = 2.25 mA, as before.

**What extra metal does guarantee**

The supply delivers V Σ I_k, where V is its voltage, and the loads receive Σ I_k (V − v_k). The difference is the power lost in the grid,

P = Σ_k I_k v_k.

Its change is j Σ_k I_k (R_ka − R_kb). Because R is symmetric, Σ_k I_k R_ka = v_a and Σ_k I_k R_kb = v_b, so

P' − P = j (v_a − v_b) = −g (v_b − v_a)²/(1 + g R_eff) ≤ 0.

At fixed load currents the loss never rises. In the example it falls from 5 × 30 + 7 × 28 = 346 µW by 2.25 × 18 = 40.5 µW, to 305.5 µW. This is the true core of the belief: P/Σ I_k is the average drop weighted by load current, and that average cannot increase. The largest member of a set can nevertheless rise while the average falls.

With a single load the distinction disappears. The worst node is then the loaded node, both before and after, and P is its current times its drop. If P cannot rise, neither can the worst drop. At least two loads are needed for the effect.

A strap from a pad to a node a is also safe. It brings a current j = g v'_a into a, which acts as a reduction of the load there:

v'_k = v_k − j R_ka.

Setting k = a gives v'_a = v_a − g R_aa v'_a, hence v'_a = v_a/(1 + g R_aa) and

j = g v_a/(1 + g R_aa) ≥ 0.

Since R_ka ≥ 0, no drop anywhere in the grid rises. This holds for an ideal pad, at v = 0. A pad with a resistance of its own is a non-pad node, and a strap from it can raise other drops. Let a pad of 0.1 Ω feed a 5 mA load through 6 Ω and a 7 mA load through 2 Ω, the latter also fed through 4 Ω from an ideal second pad. A 2 Ω strap parallel to the 2 Ω line then raises the worst drop from 30.95 to 31.04 mV.

The effect also needs at least three non-pad nodes. From the expressions for v'_b − v'_a and j,

v'_b − v'_a = (v_b − v_a)/(1 + g R_eff).

The strap narrows the difference but does not reverse it. Moreover v'_b = v_b − j (R_bb − R_ab) ≤ v_b. If a and b are the only non-pad nodes, b has the larger drop before and after, and its drop has not risen. The opening network, with a, b and m, is thus as small as a counterexample can be.

**How much worse it can get**

The change d_k = v'_k − v_k is itself a pattern of drops, produced by a current j drawn at a and a current j returned at b. At every non-pad node other than a, the current law makes the weighted sum of differences d_k − d_l zero or negative, so d_k cannot exceed all its neighbours. A positive maximum must therefore be reached at a. For v_b > v_a and a strap of finite conductance, each rise is bounded by

v'_m − v_m ≤ v'_a − v_a < v'_b − v_a ≤ v_b − v_a.

The middle step uses the preserved order v'_a < v'_b, and the last uses v'_b ≤ v_b. As v_a ≥ 0, the right-hand side is no larger than the old worst drop. After one added strap the worst drop is therefore less than twice the old one. In the example the bound on the rise is 18 mV, and the actual rise is 4.5 mV.

The factor 2 cannot be lowered. Keep the shape of the opening network and, in arbitrary consistent units, choose

R_a = 1, R_m = s, R_b = R_s = 1/s, I_m = 1/(1 + s), I_b = s.

Before the strap is added, v_m = (1 + s)/(1 + s) = 1, v_b = 1 and v_a = 1/(1 + s). Afterwards

v'_m = 1 + R_a (v_b − v_a)/(R_a + R_b + R_s) = 1 + [s/(1 + s)]/(1 + 2/s).

For s = 10, 100 and 1000 the ratio of new to old worst drop is 1.758, 1.971 and 1.997, and it tends to 2 as s grows. Here b is a heavy load on a stiff line, and m is a light load at the end of a long, resistive one. For large s the strap pulls node a almost to the drop of b, and the drop between a and m, s/(1 + s) or nearly 1 unit, comes on top of that. The bound holds for each strap separately, not for several together. Add to this network a line of resistance s² from a pad to a node c and one of s³ from c to a node n with load 1/(s² + s³), and lay a second strap of resistance s from m to c. The two straps together then multiply the worst drop by 2.39 for s = 10 and by 2.92 for s = 100.

**A wider strap, and a strap on the worst node**

In the opening network the rise at m is

v'_m − v_m = R_a (v_b − v_a)/(R_a + R_b + R_s).

It grows as R_s falls, so widening the harmful strap does more harm. Let the strap of 2 Ω be 2 µm wide, with a resistance inversely proportional to its width. With everything else fixed, widths of 0.5, 1, 2, 4 and 20 µm then give worst drops of 32.6, 33.6, 34.5, 35.1 and 35.8 mV. The limit of zero strap resistance is 30 + 2 × 18/6 = 36 mV.

The outcome also depends on the load at b. The strap current runs from a to b only if v_b > v_a, that is, if

I_b > R_a I_m/R_b = 2 × 5/4 = 2.5 mA.

Below this value the current reverses and m improves. Above it m gets worse, and the worst drop rises at least as long as m was the worst node, which means up to R_b I_b = 30 mV, or 7.5 mA. For larger I_b the old worst node is b, and the worst drop rises only if m overtakes the old value at b. With S = R_a + R_b + R_s = 8 Ω the condition is

v_m + R_a (v_b − v_a)/S > v_b.

Multiplying by S and collecting the terms in v_b gives

(S − R_a) v_b < S v_m − R_a v_a

v_b < (8 × 30 − 2 × 10)/6 = 36.7 mV,

or I_b < 9.17 mA. The strap is harmful for I_b between 2.5 and 9.17 mA and lowers the worst drop outside that window.

The part between 7.5 and 9.17 mA refutes a weaker form of the belief, that a strap attached to the worst node must help. That node does improve or stay as it was, since R_bb ≥ R_ab, but another can take its place. For I_b = 7.6 mA the drops at m and b are 30.0 and 30.4 mV, so b is the worst node. The strap lowers b to 20.2 mV and raises m to 35.1 mV.

**A better place for the same metal**

Return to I_b = 7 mA, and lay the same piece of metal in parallel with the line from the first pad to a. That line then has 1 Ω instead of 2 Ω, and

v_a = 1 × 5 = 5 mV, v_m = 5 + 20 = 25 mV, v_b = 28 mV.

The worst drop falls from 30 to 28 mV, and the worst node is now b. This placement is a strap to a pad, which cannot raise any drop in this model.

For a strap between two non-pad nodes, the signs of v_b − v_a and R_ma − R_mb tell whether a given node m will improve. They do not tell whether another node will overtake it, so the new drops of all nodes have to be found, from the formula for v'_k or from a new solution of the grid. If the loads vary, this must be done for each load pattern of interest, because v_b − v_a can change sign, as the window in I_b shows.

**Less special networks**

The opening network is very sparse. To see whether the effect survives in a mesh, 12 square grids of 5 × 5 nodes were solved. Resistances between neighbours were drawn at random between 0.5 and 1.5 units and loads between 0 and 1 unit, and each corner was tied to a pad through 0.1 unit. A strap of 1 unit was tried between every pair of nodes, near or far. For each of the 3600 straps, the formula for v' agreed with a fresh solution of the current law within the tolerance of the comparison, about one part in 10⁵; the formula itself is exact.

Of these straps, 542, or 15 %, raised the worst drop. The largest rise was 1.2 % of the old worst drop. Both figures belong to this set of grids and would differ for other meshes, pads or loads. Three other random sets of the same kind gave 12 to 16 % and largest rises of 1.3 to 2.0 %; counting only straps between neighbouring nodes, 5 to 9 % were harmful and the rises stayed below 1 %. They show that the effect needs no specially built network, and also that it was far weaker in these meshes than the 15 % rise of the opening case.

**Beside a real power grid**

The numbers of the opening case lie in the regime of the upper-metal power grid of a logic chip. They are rough typical values and belong to no particular metal: a supply of 750 mV, a resistivity of 20 nΩ·m at the temperature of use, and lines 2 µm wide and 1 µm thick. A length of 200 µm then has a resistance of 20 × 10⁻⁹ × 200 × 10⁻⁶/(2 × 10⁻¹²) = 2 Ω, which sets the line from pad to a and the strap; the two 4 Ω lines are 400 µm long. The worst drop without the strap is 4 % of the supply. What is not typical is the sparseness, since a real grid offers many parallel paths. Real circuits also break the assumption of steady currents. With a rough inductance of 1 pH/µm, a 5 mA step along the 600 µm from the pad to m adds 0.3 mV if it takes 10 ns, but 3 mV if it takes 1 ns. The second value is comparable with the 4.5 mV under discussion, so fast steps call for a dynamic calculation.

Taken one at a time and at the sizes assumed below, the other effects change the size of the rise but not its sign in this example. Real loads do not draw a fixed current. Take the stated currents to be those drawn at the full supply voltage. If the loads behave as resistors, the worst drop goes from 28.8 to 33.1 mV; if they draw constant power, from 31.3 to 36.1 mV. The general proofs above assume fixed currents and do not cover these cases. With 0.5 Ω of via resistance at each end of the strap and 0.1 Ω at each pad, the worst drop goes from 30.5 to 34.7 mV. If the ground rail has the same layout without the strap, the sum of both drops at m goes from 60 to 64.5 mV, a rise of 7.5 %.

A change of resistivity common to all lines, as from a uniform temperature, multiplies every drop by the same factor and leaves the relative rise at 15 %. Surface scattering, at most about 2 % here for a mean free path of 40 nm, acts in the same way because all lines have the same cross-section. Unequal lines matter more. When each of the four resistances is set independently 10 % high or low, which corresponds to a temperature change of roughly 30 K either way for a resistivity that rises by about 0.35 % per kelvin, the rise of the worst drop lies between 0.9 and 5.2 mV. It is smallest when the line to b and the strap are high and the two lines to m are low: b is then the worst node beforehand, at 30.8 mV, while m starts from 27 mV, so most of the rise at m is used up in reaching the old worst drop. With deviations of 12 % instead of 10 %, the same combination already makes the strap lower the worst drop, by 0.3 mV; the sign changes at about 11.5 %. Effects acting together can also reverse the sign: if the deviations are 10 % and the ground rail has the same unequal resistances but no strap, the largest sum of both drops falls from 61.6 mV at b to 58.7 mV at m. Self-heating is too weak to produce such differences. At the largest line current of 7.25 mA, or 0.36 MA/cm², it amounts to about 1.3 K across 5 µm of dielectric with a thermal conductivity of 1 W/(m K), even if sideways spreading of the heat is ignored. The numerical output lists most of these values together with those of the opening case.

Values computed for the example and the checks

```
supply 750 mV, resistivity 20 nOhm m, line 2 um x 1 um
lengths pad-a, a-m, pad-b, strap: 200, 400, 400, 200 um
resistances pad-a, a-m, pad-b, strap: 2.00, 4.00, 4.00, 2.00 ohm
loads at m, b: 5.0, 7.0 mA
drops a, m, b without strap: 10.00, 30.00, 28.00 mV
drops a, m, b with strap:    14.50, 34.50, 19.00 mV
worst drop change: 4.50 mV = 15.0 %
strap current, a to b: 2.250 mA
grid loss without, with strap: 346.0, 305.5 uW
R_ma, R_mb, R_eff(a,b): 2.00, 0.00, 6.00 ohm
strap width  0.5 um: worst drop 32.57 mV
strap width  1.0 um: worst drop 33.60 mV
strap width  2.0 um: worst drop 34.50 mV
strap width  4.0 um: worst drop 35.14 mV
strap width 20.0 um: worst drop 35.81 mV
strap of zero resistance: worst drop 36.00 mV
strap harmful for load at b between 2.500 and 9.167 mA
load at b 7.6 mA: drops m, b 30.00, 30.40 mV -> 35.10, 20.20 mV
same metal parallel to pad-a: drops a, m, b 5.00, 25.00, 28.00 mV
separation 10: new/old worst drop 1.7576
separation 100: new/old worst drop 1.9707
separation 1000: new/old worst drop 1.9970
random 5x5 grids: 12, straps tried 3600, harmful 542 = 15.1 %
largest rise of worst drop in random grids: 1.18 %
resistive loads: worst drop 28.85 -> 33.11 mV
constant-power loads: worst drop 31.31 -> 36.08 mV
vias 0.5 ohm per end, bumps 0.1 ohm: worst drop 30.50 -> 34.65 mV
each line +-10 % (about +-29 K at 0.0035 per K): rise 0.87 to 5.19 mV
largest line current 7.25 mA, density 0.36 MA/cm2
self-heating over 5 um dielectric at 1 W/(m K), no spreading: 1.3 K
surface scattering, mean free path 40 nm: resistivity up by at most about 2.2 %
equal ground rail without strap: supply+ground drop at m 60.0 -> 64.5 mV
inductive drop pad-a-m, 5 mA step in 10 ns, 1 pH/um: 0.30 mV
inductive drop pad-a-m, 5 mA step in 1 ns, 1 pH/um: 3.00 mV
```
